# Sliding one layer of twisted bilayer graphene leaves its continuum spectrum unchanged

Two graphene sheets lie on each other with a small twist, and one is pushed sideways by a fraction of a lattice constant. Without a twist, such a push changes the stacking and with it the electronic levels. With a twist, all local stackings are already present in the moire pattern. Does the spectrum still depend on how far the sheet was pushed?

## 1. The untwisted bilayer

Take lattice vectors \(a_1=a(1,0)\), \(a_2=a(\tfrac12,\tfrac{\sqrt3}{2})\), reciprocal vectors with \(a_i\cdot b_j=2\pi\delta_{ij}\), sublattice positions \(\tau_A=0\), \(\tau_B=(a_1+a_2)/3\), and the Dirac point \(K=(2b_1+b_2)/3\). Layer 2 is slid by \(d\). With \(n,n'\) lattice vectors, the atoms sit at

\[
X_1=n+\tau_\alpha,\qquad X_2=n'+\tau_\beta+d .
\]

Bloch states carry the phase of the true atomic position, \(|k,\alpha,l\rangle=N^{-1/2}\sum e^{ik\cdot X_l}|X_l\rangle\), where \(N\) is the number of cells per layer. I assume two-centre tunnelling: the amplitude between two atoms is a function \(t(X_1-X_2)\) of their in-plane separation. Writing \(t(X)=\int\frac{d^2q}{(2\pi)^2}\tilde t(q)e^{iq\cdot X}\),

\[
\langle k,\alpha,1|H|p,\beta,2\rangle=\frac1N\int\!\frac{d^2q}{(2\pi)^2}\,\tilde t(q)\sum_{X_1}e^{i(q-k)\cdot X_1}\sum_{X_2}e^{i(p-q)\cdot X_2}.
\]

The first sum is \(\frac{(2\pi)^2}{\Omega}\sum_G\delta(q-k-G)\,e^{iG\cdot\tau_\alpha}\), with \(\Omega\) the cell area. It sets \(q=k+G\). The second sum is then nonzero when \(p-q=-G'\), and equals \(N e^{-iG'\cdot(\tau_\beta+d)}\). Hence

\[
\langle k,\alpha,1|H|p,\beta,2\rangle=\sum_{G,G'}\frac{\tilde t(k+G)}{\Omega}\,e^{iG\cdot\tau_\alpha-iG'\cdot(\tau_\beta+d)}\,\delta_{k+G,\,p+G'} .
\]

With both momenta in one zone, \(p=k\) and \(G=G'\). At \(k=K\) the tunnelling matrix is

\[
T_{\alpha\beta}(d)=\sum_G t_G\,e^{iG\cdot(\tau_\alpha-\tau_\beta-d)},\qquad t_G=\tilde t(K+G)/\Omega .
\]

The largest terms have \(|K+G|=|K|\), which holds for \(G=0,\,-b_1,\,-b_1-b_2\). Call their common amplitude \(w\). For these three, \(G\cdot\tau_B=0,-2\pi/3,-4\pi/3\), so the phases \(e^{\pm iG\cdot\tau_B}\) are the three cube roots of unity and sum to zero.

- For \(d=0\) (AA stacking), \(T=3w\,\mathbb 1\). The Dirac energy vanishes at \(K\), so the levels are \(\pm3w\), each twice.
- For \(d=\tau_B\) (AB stacking), the \(BA\) element alone survives and equals \(3w\). The levels are \(3w,0,0,-3w\).

With the hopping law used below, \(w=111.3\) meV. The smallest \(|E|\) at \(K\), with further harmonics included, is 339 meV for AA and zero to rounding for AB. Three times \(w\) gives 334 meV, and the second shell adds \(3\times1.58=4.7\) meV. Without twist, sliding matters.

## 2. Adding the twist: geometry first

Rotate layer 1 by \(R_1=R(-\theta/2)\) and layer 2 by \(R_2=R(\theta/2)\), then slide layer 2 by \(d\). A material point at \(r=R_1x\) in layer 1 has its partner in layer 2 at

\[
R_2x+d=R_2R_1^{-1}r+d=R(\theta)r+d .
\]

The local offset between the sheets is therefore \(u(r)=d-(1-R(\theta))r\). It vanishes at a point \(s\) obeying

\[
(1-R(\theta))\,s=d .
\]

Substituting this for \(d\) gives \(u(r)=(1-R(\theta))(s-r)\): the offset field of the slid bilayer is that of the unslid one, moved by \(s\). To invert the matrix, use half angles:

\[
1-R(\theta)=\begin{pmatrix}1-\cos\theta&\sin\theta\\-\sin\theta&1-\cos\theta\end{pmatrix}
=2\sin\tfrac\theta2\begin{pmatrix}\sin\frac\theta2&\cos\frac\theta2\\-\cos\frac\theta2&\sin\frac\theta2\end{pmatrix}
=2\sin\tfrac\theta2\;R\!\left(\tfrac\theta2-\tfrac\pi2\right).
\]

The inverse of a rotation is the opposite rotation, so

\[
s=\frac{1}{2\sin(\theta/2)}\,R\!\left(\tfrac\pi2-\tfrac\theta2\right)d .
\]

The pattern moves nearly at right angles to the push, magnified by \(1/(2\sin(\theta/2))\).

The limit \(\theta\to0\) shows where this stops. At fixed \(d\neq0\), \(|s|\) diverges, and at \(\theta=0\) the offset is \(u=d\) everywhere. Unless \(d\) is a lattice vector, no translation can then undo the slide, in agreement with section 1.

This is still a statement about local stacking. The atomic lattice itself is not translated by \(s\), and the phases of the electron waves must be followed separately.

## 3. The continuum Hamiltonian with a slide

Repeating the lattice sums with \(X_1=R_1(n+\tau_\alpha)\) and \(X_2=R_2(n'+\tau_\beta)+d\) replaces the reciprocal vectors by \(R_1G\) and \(R_2G'\). Since \(R_lG\cdot R_l\tau=G\cdot\tau\), the sublattice phases keep their form:

\[
\langle k,\alpha,1|H|p,\beta,2\rangle=\sum_{G,G'}\frac{\tilde t(k+R_1G)}{\Omega}\,e^{iG\cdot\tau_\alpha-iG'\cdot\tau_\beta-i(R_2G')\cdot d}\;\delta_{k+R_1G,\;p+R_2G'} .
\]

Measure momenta from each layer's own Dirac point, \(k=R_1K+\tilde k\) and \(p=R_2K+\tilde p\). Momentum conservation reads

\[
\tilde p-\tilde k=R_1(K+G)-R_2(K+G') .
\]

Three approximations define the model: small \(\theta\), states near one valley, and the few harmonics with small \(|K+G|\), since \(\tilde t\) falls quickly. If \(G\ne G'\), the right side is of the order of a full reciprocal vector and leads out of the low-energy region. So \(G=G'\), and

\[
\tilde p=\tilde k+\Delta+g_G,\qquad \Delta=(R_1-R_2)K,\qquad g_G=(R_1-R_2)G .
\]

The \(g_G\) are the moire reciprocal vectors. Replacing \(\tilde t(k+R_1G)\) by its value at \(\tilde k=0\) makes the tunnelling local in space. An element \(\int e^{-i\tilde k\cdot r}T(r)e^{i\tilde p\cdot r}d^2r\) is nonzero for \(\tilde p-\tilde k=\Delta+g_G\) if \(T\) contains \(e^{-i(\Delta+g_G)\cdot r}\). Thus

\[
T_d(r)=\sum_G T_G\,e^{-i(\Delta+g_G)\cdot r-i(R_2G)\cdot d},\qquad (T_G)_{\alpha\beta}=t_G\,e^{iG\cdot(\tau_\alpha-\tau_\beta)} .
\]

The intralayer term is the sum over the three bonds \(\delta_j=\tau_B,\ \tau_B-a_1,\ \tau_B-a_2\), with in-plane hopping \(-|t_\parallel|\). The phases \(K\cdot\delta_j\) are \(2\pi/3,-2\pi/3,0\), so the zeroth order in the small momentum \(\kappa\) cancels. The first order is

\[
-|t_\parallel|\sum_j e^{iK\cdot\delta_j}\,i\kappa\cdot\delta_j=\tfrac{\sqrt3}{2}a|t_\parallel|\,(\kappa_x+i\kappa_y)\equiv\hbar v(\kappa_x+i\kappa_y),
\]

which is the \(AB\) element of \(h=\hbar v(\sigma_x\kappa_x-\sigma_y\kappa_y)\), with \(\kappa=R_l^{-1}\tilde k\) in layer \(l\). Bond vectors are differences of positions within one layer, so \(d\) drops out. The Hamiltonian is

\[
H(d)=\begin{pmatrix}h_1(-i\nabla)&T_d(r)\\T_d^\dagger(r)&h_2(-i\nabla)\end{pmatrix}.
\]

## 4. Removing the slide

Try \(T_d(r)=e^{-i\Delta\cdot s}\,T_0(r-s)\). The exponent of harmonic \(G\) on the right is

\[
-i\Delta\cdot s-i(\Delta+g_G)\cdot(r-s)=-i(\Delta+g_G)\cdot r+i\,g_G\cdot s .
\]

This matches the left side if, for every \(G\),

\[
g_G\cdot s=-(R_2G)\cdot d .
\]

Both sides are linear in \(G\), so it suffices to satisfy the condition for \(b_1\) and \(b_2\). Moving the rotations onto the other factor gives \(G\cdot(R_1^{-1}-R_2^{-1})s=-G\cdot R_2^{-1}d\). Since \(b_1,b_2\) span the plane, \((R_1^{-1}-R_2^{-1})s=-R_2^{-1}d\). Multiplying by \(-R_2\) yields

\[
(1-R_2R_1^{-1})s=(1-R(\theta))s=d ,
\]

the equation for the new AA centre in section 2. One \(s\) serves all harmonics.

Now define

\[
(W\psi)_1(r)=e^{-i\Delta\cdot s}\psi_1(r-s),\qquad (W\psi)_2(r)=\psi_2(r-s).
\]

\(W\) is unitary. Because \(h_1\) contains derivatives alone, it commutes with the translation, and

\[
(H(d)W\psi)_1=e^{-i\Delta\cdot s}\big[(h_1\psi_1)(r-s)+T_0(r-s)\psi_2(r-s)\big]=(WH(0)\psi)_1 .
\]

In the second row, \(T_d^\dagger(r)=e^{+i\Delta\cdot s}T_0^\dagger(r-s)\) meets the factor \(e^{-i\Delta\cdot s}\) of layer 1. The phases cancel, and the row equals \((WH(0)\psi)_2\). Therefore

\[
H(d)=W\,H(0)\,W^\dagger\qquad(\theta\neq0),
\]

and the two spectra are identical.

On plane waves, \(W\) is a pure phase: \(e^{-i(\tilde k+\Delta)\cdot s}\) in layer 1 and \(e^{-i\tilde p\cdot s}\) in layer 2. Two consequences follow. The energies agree separately at each moire momentum, and they agree in any finite plane-wave basis, since a diagonal matrix does not lead out of it. The local approximation for the tunnelling is not needed either. An element between \(\tilde k\) and \(\tilde p\) acquires

\[
e^{-i(\tilde k+\Delta)\cdot s+i\tilde p\cdot s}=e^{ig_G\cdot s}=e^{-i(R_2G)\cdot d},
\]

whatever its magnitude, so \(\tilde t(k+R_1G)\) may keep its momentum dependence.

**A special slide.** Let \(d=R_2a_j\), a lattice vector of layer 2, which returns that infinite layer to itself. Then \(g_G\cdot s=-G\cdot a_j\) is a multiple of \(2\pi\), so \(s\) is a moire lattice vector, as it must be.

**Does the argument test anything beyond three harmonics?** With the first shell alone, any three phases could be absorbed: two components of a shift fix two phase differences, and a constant phase fixes the rest. The linearity in \(G\) becomes a real condition once the second shell, \(|K+G|=2|K|\), is kept. If the slide phases are wrongly given to the first shell alone, the flat levels of the example below change by up to 1.06 meV over five sample momenta.

## 5. A worked slide at 1.10°

I take rough typical graphene parameters: \(a=0.246\) nm, layer distance 0.335 nm, in-plane hopping \(-2.7\) eV, vertical hopping 0.48 eV and hopping decay length 0.045 nm. They give \(\hbar v=0.575\) eV nm. The same-sublattice tunnelling is multiplied by 0.8 to imitate lattice relaxation. The proof allows this, since it never used the form of the matrices \(T_G\).

For \(d=(0.10,0)\) nm the magnification is \(1/(2\sin0.55^\circ)=52.09\). Hence \(|s|=52.09\times0.10=5.21\) nm, directed at \(90^\circ-0.55^\circ=89.45^\circ\) from the push, or \(s=(0.050,5.209)\) nm. The moire period is \(52.09\times0.246=12.81\) nm, so the pattern has moved by about 0.4 of a period.

The shift law was tested without the Fourier argument by summing \(t(X_1-X_2)\) over the atoms of the slid layer around six atoms of layer 1. The sums, with unreduced tunnelling, agree with \(e^{-i\Delta\cdot s}T_0(r-s)\) to \(2\times10^{-9}\) meV.

Diagonalization at moire momentum \((0.13,0.21)\), in units of the moire reciprocal vectors, gives the two levels next to neutrality as 1.430 and 2.610 meV, before and after the slide. On a \(6\times6\) momentum mesh this pair of bands spans 10.76 meV in both cases, and the largest level change is \(5\times10^{-12}\) meV, which is rounding. These figures keep two shells of tunnelling harmonics. A third shell moves the two sample levels by about 0.013 meV and narrows the span by about 0.18 meV, equally before and after the slide.

The wave function does change. For the upper of the two sample states, the density obeys \(\rho_d(r)=\rho_0(r-s)\). Relative to its mean, it is 5.15 at the origin before the slide. Afterwards it is 0.35 at the origin and 5.15 at \(s\). A local probe at a fixed place would see a difference that the spectrum does not show. The remaining figures are in the numerical output below.

## 6. What can break the equivalence

**A fixed potential.** If layer 2 feels \(V(r)\) fixed in the laboratory, \(W\) turns it into \(V(r-s)\), and the proof fails unless \(V\) has that period. For a potential \(2V_0\sum_{j=1}^3\cos(g_j\cdot r)\) with the moire period and \(V_0=1\) meV, where \(g_1,g_2\) are the two basic moire reciprocal vectors and \(g_3=g_1+g_2\), the same slide changes the flat levels by up to 1.8 meV over the five sample momenta. Sample edges and pinned defects break the symmetry in the same way.

**Interactions.** A density interaction \(U_{ll'}(r-r')\) that depends on separation and layer alone does not break it. Translating all electrons by \(s\) preserves \(r-r'\), and the constant phase drops out of the density. Applying \(W\) to every electron therefore maps the interacting Hamiltonians onto each other as well.

**The discrete lattice.** Follow an electron through successive tunnelling events back to its initial momentum. In the continuum model the net \(g_G\) must vanish, hence the net \(G\) does too, and the slide phases cancel. On a commensurate lattice, momenta are equivalent if they differ by a reciprocal vector of their layer. A closed path can then collect a nonzero vector \(C\) common to both reciprocal lattices, and with it a phase \(e^{\mp iC\cdot d}\). No translation removes this phase, except for special slides where every such \(C\cdot d\) is a multiple of \(2\pi\) and the phase is 1.

Atomistic tight-binding cells show the size of this effect for states near neutrality. I followed the four levels next to neutrality at the corner of the supercell zone and took the largest change over three slides:

- 21.79°: 2.0 meV
- 13.17°: 0.077 meV
- 9.43°: 0.0024 meV

Three slides do not catch the largest possible change: at 21.79° other slides reach about 2.9 meV. The dependence falls by a factor of about 30 at each step. That it is negligible at 1.10° is an extrapolation of this trend, since no cell of that size was diagonalized. Levels far from neutrality can respond more strongly: at the midpoint of the zone edge in the 21.79° cell, levels about 1.5 eV away from neutrality change by at least 58 meV for some slides.

## 7. Beside a real device

A twist near 1.1° is the regime of flat-band graphene devices, and the tunnelling strength, relaxation factor and moire period used here are typical of models for them. The absolute flat-band energies deserve less trust. Keeping the momentum dependence of the tunnelling moves these levels by up to 10.3 meV at the sample momenta, nearly as much as the whole width. Most of this is a common offset: the shifts at these momenta all lie between 9.4 and 10.3 meV, and the width on the \(6\times6\) mesh changes only from 10.8 to 11.2 meV (a third shell lowers both widths by about 0.2 meV). With that dependence included, the slide still changes nothing beyond rounding. The Coulomb energy at one moire period, for an assumed relative permittivity of 10, is 11 meV, so a single-particle width of 10.8 meV is not a prediction of a measured one. For comparison, the thermal energy at 4 K is 0.34 meV.

The argument also assumes that the twist stays constant during the push, which a mechanical experiment need not ensure. At fixed moire momentum in units of the moire vectors, a drift of 0.02° changes the flat levels by up to 1.7 meV at the five sample momenta and by up to 2.3 meV on the \(6\times6\) mesh. Nonuniform strain, uneven twist and an aligned substrate can also give the pattern a background against which its position matters. For a periodic background with wave vector \(q\), the slide enters the spectrum only through closed scattering paths in which a multiple of \(q\) equals a moire reciprocal vector. What counts is how small that multiple is, not how close the two periods are. With a single cosine \(2V_0\cos(q\cdot r)\) on layer 2 and \(V_0=1\) meV, the slide of section 5 changes the flat levels at one sample momentum by 0.9 meV for \(q=g_1\), by 0.18 meV for \(q=\tfrac12g_1\), and by only 0.02 to 0.03 meV for \(q=\tfrac35g_1\) and \(q=\tfrac45g_1\) (largest change among the folded flat levels). A local signal at a fixed place can change merely because the pattern moves past it. A change of the energy levels themselves on pushing a layer would point, within this model, to something other than the rigid displacement itself, for example a changed twist, deformation or such a fixed background.

## Calculated quantities

```
lattice constant 0.246 nm, layer distance 0.335 nm, hopping decay 0.045 nm
in-plane hopping -2.7 eV, vertical hopping 0.48 eV
same-sublattice tunnelling ratio 0.8
hbar*v = 0.5752 eV nm, |K| = 17.028 1/nm
tunnelling, first shell  |K+G| = K : 111.29 meV
tunnelling, second shell |K+G| = 2K: 1.582 meV
twist angle 1.10 deg, moire period 12.814 nm
slide d = (0.10, 0.00) nm
magnification 1/(2 sin(theta/2)) = 52.088
moire shift s = (0.0500, 5.2085) nm, |s| = 5.2088 nm
angle from d to s: 89.45 deg
layer-1 constant phase -Delta.s = 1.7027 rad
atom sum minus shifted field, largest: 2.2e-09 meV
moire momentum of sample state: (0.13, 0.21) in moire reciprocal vectors
flat levels there before slide: 1.429675, 2.610436 meV
flat levels there after slide:  1.429675, 2.610436 meV
width of the flat pair on 6x6 mesh, before: 10.7592 meV
width of the flat pair on 6x6 mesh, after:  10.7592 meV
largest level change on mesh: 5.0e-12 meV
change on enlarging plane-wave basis: 9.8e-07 meV
density/mean at origin before slide: 5.1492
density/mean at origin after slide:  0.3501
density/mean at s after slide:       5.1492
control, only first shell slid: level change 1.0574 meV
untwisted, smallest |E| at K, AA registry: 339.00 meV
untwisted, smallest |E| at K, AB registry: 5.94e-14 meV
lattice 21.79 deg, 28 atoms: slide changes levels by 2.03e+00 meV
lattice 13.17 deg, 76 atoms: slide changes levels by 7.65e-02 meV
lattice 9.43 deg, 148 atoms: slide changes levels by 2.36e-03 meV
momentum-dependent tunnelling moves flat levels by up to 10.320 meV
with it included, slide changes levels by 3.5e-12 meV
fixed potential, harmonic 1.0 meV: slide changes levels by 1.811 meV
twist drift of 0.02 deg changes levels by up to 1.654 meV
Coulomb scale at moire period, permittivity 10: 11.24 meV
thermal energy at 4 K: 0.345 meV
```
